# Counting the Vibrational States of Silane with the Beyer-Swinehart Recursion

In the harmonic model used here, silane has about 4.4 million vibrational states within 3 eV of its ground level. On a grid of 0.1 meV, 253,620 integer additions count all of them. Yet of the 1000 grid cells around 3 eV, 687 hold no state at all, and one holds 11,330. The first comparison shows what the method saves over counting states one by one. The second shows that its raw output is not yet a density of states.

## What is counted

The molecule is treated as $s$ independent harmonic oscillators with quanta $\epsilon_j$. Energies are measured from the zero-point level, and rotation is left out. A state is a set of integers $n_j\ge 0$ with energy $\sum_j n_j\epsilon_j$.

Choose a grain $\delta$ and replace each quantum by $R_j\delta$, where $R_j$ is the integer nearest to $\epsilon_j/\delta$. Every $R_j$ must be at least 1. Let $T_i$ be the number of states at grid energy $i\delta$, and $W_i=\sum_{n\le i}T_n$ the sum of states up to that energy. The recursion gives both integers exactly for the rounded oscillators. For the original quanta there remains a rounding error, whose size is limited in a later section.

For silane $s=9$. The quanta come from a Hartree-Fock calculation, RHF/6-31G(d), at its own equilibrium bond length of 1.475 angstrom. They are multiplied by a round 0.9, because this method usually gives frequencies about a tenth too high. The scaled values are 0.1134 eV (threefold), 0.1173 eV (twofold), 0.2658 eV (threefold) and 0.2667 eV (single). The first two groups are bends, the others stretches. With $\delta=0.1$ meV the integers are 1134, 1173, 2658 and 2667.

The choice of quanta limits the accuracy for the real molecule. With the larger def2-TZVP basis and the same factor 0.9, the number of states up to 3 eV is about $10\,\%$ larger. With the measured fundamentals as quanta it is about $10\,\%$ smaller. Further digits below describe the model, not silane itself.

## Derivation

Attach to each state the power $x^{\sum_j n_jR_j}$ and add over all states. The exponent is a sum over oscillators, so the result factorizes into geometric series:

$$\sum_i T_i x^i=\prod_{j=1}^{s}\sum_{n=0}^{\infty}x^{nR_j}=\prod_{j=1}^{s}\frac{1}{1-x^{R_j}} .$$

The product can be built one factor at a time. Let $a(x)=\sum_i a_ix^i$ describe the oscillators already included, and let $b(x)=a(x)/(1-x^R)$ include one more. Then $b(x)=a(x)+x^Rb(x)$. Comparing the coefficients of $x^i$ gives

$$b_i=a_i+b_{i-R},\qquad b_{i-R}=0\ \text{for } i<R .$$

In words, a state at energy $i$ either has no quantum in the new oscillator, which gives $a_i$ states, or has at least one. Removing one quantum in the second case pairs these states one to one with the states at $i-R$.

The right side needs the new value at $i-R$ and the old value at $i$. An array updated upward in $i$ holds just these, so no second array is needed. If the loop runs downward, the entry at $i-R$ is still old. The pass then gives $b_i=a_i+a_{i-R}$, which multiplies the series by $1+x^R$ and allows at most one quantum in that oscillator.

Before any oscillator is included there is one state, at zero energy, so the array starts as $(1,0,0,\ldots)$. For sums of states, use

$$\sum_iW_ix^i=\sum_nT_nx^n\sum_{m=0}^{\infty}x^m=\frac{1}{1-x}\sum_nT_nx^n .$$

The factor $1/(1-x)$ is the series $(1,1,1,\ldots)$. Starting from all ones therefore gives $W_i$ directly.

A case with quanta 2 and 3 can be followed by hand. For energies 0 to 8, the pass for quantum 2 gives $(1,0,1,0,1,0,1,0,1)$, and the pass for quantum 3 then gives $(1,0,1,1,1,1,2,1,2)$. The entry 2 at energy 6 stands for three quanta of 2 or two quanta of 3. The running sums end at $W_8=10$.

For silane, all nine quantum numbers were also enumerated explicitly up to 1.2 eV. The 11,869 states found agree with the recursion in every grid cell.

## Pseudocode

```
input: quanta eps[1..s], grain d, highest index M
for j = 1..s:
    R[j] = nearest_integer(eps[j] / d)
    require R[j] >= 1

T[0] = 1;  T[1..M] = 0        # for sums: T[0..M] = 1
for j = 1..s:
    for i = R[j], R[j]+1, ..., M:    # upward
        T[i] = T[i] + T[i - R[j]]
```

An entry never depends on entries at higher energy, so cutting the array at $M$ does not disturb what lies below the cut. If a density is wanted at energy $E$ with a window $w$, the array must reach $E+w/2$.

## Cost, compared with the number of states

Oscillator $j$ needs $M-R_j+1$ additions. At 3 eV, $M=30{,}000$, and the nine integers add up to 16,389. The total is

$$9\times 30{,}001-16{,}389=253{,}620 .$$

The cost grows linearly with $E/\delta$ and with $s$, and the storage is one array of $M+1$ integers.

The number of states grows much faster. To bound it, place a unit cube at each allowed point $(n_1,\ldots,n_s)$, extending upward along every axis. Together the cubes cover the region $\sum_jx_j\epsilon_j\le E$, $x_j\ge0$, whose volume is $E^s/(s!\prod_j\epsilon_j)$. They also stay inside the same region with $E$ enlarged by $\sum_j\epsilon_j$. Hence

$$\frac{E^s}{s!\prod_j\epsilon_j}\le W(E)\le\frac{(E+\sum_j\epsilon_j)^s}{s!\prod_j\epsilon_j} .$$

When $E\gg s\sum_j\epsilon_j$ the two bounds merge into the classical count, and counting states one by one costs of order $E^s$. Silane at 3 eV is far from that limit. With $\sum_j\epsilon_j=1.64$ eV the bounds are about $5.4\times10^5$ and $2.7\times10^7$, and the true value is $4.4\times10^6$. The classical count is thus too small by a factor of about eight. Replacing $E$ in it by $E$ plus the zero-point energy repairs most of this: the result is then $8\,\%$ too large at 3 eV, but still 31 to $57\,\%$ too large between 0.9 and 1.1 eV, where $W$ rises in coarse steps. A quantum count avoids this error at all energies.

Silane's symmetry also offers a shortcut. Its 4.4 million states up to 3 eV share only 5727 distinct levels, and listing these with their degeneracies takes fewer steps than the recursion. The recursion gains most when the quanta are all different, because this shortcut is then missing.

## Numerical stability and rounding

The recursion adds non-negative integers. There is no subtraction, so no cancellation, and no roundoff as long as the integers fit. The upper bound above can guarantee this in advance. For silane at 6 eV the bound is about $2.4\times10^9$. That is slightly too large to guarantee a fit in signed 32-bit integers, but it is far below the 64-bit limit of about $9\times10^{18}$.

The error that remains comes from rounding the quanta. Define

$$\eta=\max_j\frac{|R_j\delta-\epsilon_j|}{\epsilon_j}.$$

For a state with true energy $E_t$ and grid energy $E_g$,

$$|E_g-E_t|\le\sum_jn_j|R_j\delta-\epsilon_j|\le\eta\sum_jn_j\epsilon_j=\eta E_t .$$

If $E_t\le E$, then $E_g\le(1+\eta)E$, so each true state below $E$ is a grid state below $(1+\eta)E$. Conversely, $E_t\le E_g/(1-\eta)$ for $\eta<1$, so each grid state below $(1-\eta)E$ is a true state below $E$. Therefore

$$W_{\rm grid}\big((1-\eta)E\big)\le W_{\rm true}(E)\le W_{\rm grid}\big((1+\eta)E\big).$$

A direct sum over the unrounded levels gives $W_{\rm true}=4{,}402{,}805$ at 3 eV, and the bracket holds for all three grains tried:

- For 10 meV, $\eta=2.98\,\%$ and the error of $W$ relative to the true count is $+1.17\,\%$.
- For 1 meV, $\eta=0.33\,\%$ and the error is $+1.21\,\%$.
- For 0.1 meV, $\eta=0.023\,\%$ and the error is below $0.01\,\%$.

The error does not shrink from the first grain to the second, although the bracket does. The bracket limits only the size of the error. Within it, contributions of opposite sign can cancel to a different degree on each grid. A small change between two grains is therefore no proof of convergence, and $\eta$ should be inspected as well.

For a smooth $W$, the half-width of the bracket relative to $W$ is about $\eta E\rho/W$, where $\rho=dW/dE$. With $\rho=1.07\times10^7$ per eV, found below, $E\rho/W$ is 7.3 at 3 eV. A relative error in the quanta may thus be magnified about sevenfold in the count.

## From counts to a density

The energy of a silane state depends on four integers only, the total numbers of quanta in the four degenerate groups. A group of degeneracy $d$ holding $n$ quanta contributes $\binom{n+d-1}{d-1}$ states at one energy. Many states therefore share few levels, which leaves some cells crowded and others empty.

The grid exaggerates this. The integers 1134, 1173, 2658 and 2667 are all multiples of 3, so every grid energy is one too. Of the 1000 cells in the opening paragraph, 667 must therefore be empty, and only 20 of the other 333 are. Without rounding, the same levels would leave roughly 380 to 480 of 1000 equally wide cells empty, depending on where the cell edges fall and on the last digits of the quanta. A common factor of the integers is thus worth checking before empty cells are interpreted. Dividing the largest single count by the grain would give $1.1\times10^8$ per eV, and an empty cell would give zero. Neither serves as the density in a rate formula.

A usable density needs a stated window $w$:

$$\rho(E)=\frac{W(E+w/2)-W(E-w/2)}{w}.$$

With $w=0.1$ eV this gives $1.071\times10^7$ per eV at 3 eV. The window must be wide enough to average over the clusters of levels, yet narrow on the scale over which $\rho$ grows. If $\rho\propto e^{bE}$ locally, averaging over the window multiplies it by

$$\frac{\sinh(bw/2)}{bw/2}\approx1+\frac{(bw)^2}{24}.$$

Between 2.75 and 3 eV the density rises from $6.11\times10^6$ to $1.071\times10^7$ per eV, so $b\approx2.2$ per eV and the bias is about $0.2\,\%$.

An estimate that uses no grid comes from the partition function $Q(\beta)=\int\rho(E)e^{-\beta E}dE=\prod_j(1-e^{-\beta\epsilon_j})^{-1}$. Its inverse Laplace transform is

$$\rho(E)=\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{S(\beta+iy)}dy,\qquad S(\beta)=\ln Q(\beta)+\beta E .$$

Choose $\beta$ so that $S'(\beta)=0$, which means

$$E=\sum_j\frac{\epsilon_j}{e^{\beta\epsilon_j}-1}.$$

The second derivative there is the thermal energy variance,

$$C=S''(\beta)=\sum_j\frac{\epsilon_j^2e^{\beta\epsilon_j}}{(e^{\beta\epsilon_j}-1)^2}.$$

To second order, $S(\beta+iy)\approx S(\beta)-Cy^2/2$, since $(iy)^2=-y^2$. The Gaussian integral over $y$ is $\sqrt{2\pi/C}$, so

$$\rho(E)\approx\frac{Q(\beta)e^{\beta E}}{\sqrt{2\pi C}} .$$

This keeps the smooth part of the density and drops the spikes. At 3 eV it gives $1.069\times10^7$ per eV, within $0.3\,\%$ of the windowed count. So close an agreement is partly accidental. Other windows between 0.05 and 0.3 eV change the count by between about $-4.5\,\%$ and $+1\,\%$, and the next term of the expansion lowers the estimate by about $1\,\%$.

## The microcanonical rate

The reaction is $\mathrm{SiH_4\to SiH_2+H_2}$. Assume that energy spreads among the vibrations faster than the molecule reacts, so that all states in a shell $dE$ are equally likely, and that a molecule crossing the transition state does not return.

Let $x$ be the reaction coordinate at the transition state, with momentum $p$ and mass $\mu$. For one vibrational state of the transition state, with energy $\epsilon^\ddagger$, the kinetic energy along $x$ is $p^2/2\mu=E-E_0-\epsilon^\ddagger$, where $E_0$ is the barrier between zero-point levels. There are $dx\,dp/h$ states in $dx\,dp$, and they cross at speed $p/\mu$. The shell holds $\rho\,dE$ states in all, so this channel contributes

$$\frac{1}{\rho\,dE}\,\frac{dp}{h}\,\frac{p}{\mu}=\frac{1}{h\rho},$$

because $dE=p\,dp/\mu$. The speed has cancelled, and every open channel contributes equally. The number of open channels is $W^\ddagger(E-E_0)$. With $\sigma$ equivalent paths,

$$k(E)=\frac{\sigma W^\ddagger(E-E_0)}{h\rho(E)}=\frac{\sigma W^\ddagger(E-E_0)}{2\pi\rho(E)}\quad\text{in atomic units.}$$

One recursion supplies $\rho$, and a second one, started from ones, supplies $W^\ddagger$.

The transition state used here is a model with round parameters, not a computed structure: $E_0=2.5$ eV and quanta 0.27, 0.27, 0.25, 0.20, 0.14, 0.12, 0.11 and 0.10 eV. It is assumed to have one mirror plane. Silane has 24 symmetry operations, of which two leave such a structure in place, so $\sigma=24/2=12$.

At 3 eV there are 120 open channels, and with $h=4.136\times10^{-15}$ eV s

$$k=\frac{12\times120}{(4.136\times10^{-15})(1.071\times10^7)}\approx3.3\times10^{10}\ \text{s}^{-1}.$$

At threshold there is one channel and $k=8.6\times10^8$ s$^{-1}$. The rate does not start from zero, since $W^\ddagger(0)=1$. It then falls by more than a fifth, because $\rho$ grows while the second channel stays closed up to 2.6 eV. Interpolating $\rho$ exponentially between 2.5 and 2.75 eV puts the minimum near $7\times10^8$ s$^{-1}$. At 4 eV, with 19,794 channels, $k$ has reached $8.3\times10^{11}$ s$^{-1}$.

## Thermal rates and the effect of pressure

If collisions maintain a Boltzmann distribution, with $\beta=1/k_BT$, the rate is the average of $k(E)$. The density cancels:

$$k_\infty=\frac1Q\int_{E_0}^{\infty}\rho(E)e^{-\beta E}k(E)\,dE=\frac{\sigma e^{-\beta E_0}}{hQ}\int_0^\infty W^\ddagger(u)e^{-\beta u}du .$$

$W^\ddagger$ rises by one at each level $\epsilon_m$ of the transition state. Each step contributes $\int_{\epsilon_m}^{\infty}e^{-\beta u}du=e^{-\beta\epsilon_m}/\beta$, and these add up to $Q^\ddagger/\beta$. Thus

$$k_\infty=\sigma\frac{k_BT}{h}\frac{Q^\ddagger}{Q}e^{-E_0/k_BT}.$$

At 900 K, $k_BT=0.0776$ eV, $Q=4.14$ and $Q^\ddagger=3.32$, which gives $k_\infty=1.81$ s$^{-1}$. Averaging the windowed $k(E)$ over the unsmoothed populations gives a value $0.3\,\%$ higher. There the density cancels only approximately, because the populations are unsmoothed while $k(E)$ contains the windowed density.

At finite pressure, reaction depletes the energetic molecules. Suppose that each collision, at frequency $\omega$, restores the Boltzmann fractions $f_i$. With $N=\sum_in_i$,

$$\frac{dn_i}{dt}=\omega(f_iN-n_i)-k_in_i .$$

For a population decaying as $e^{-\lambda t}$, the left side is $-\lambda n_i$. If $\lambda\ll\omega$ it can be dropped, so $n_i/N=\omega f_i/(\omega+k_i)$, and the total loss rate is

$$k_{\rm uni}=\sum_i\frac{n_i}{N}k_i=\sum_if_i\frac{\omega k_i}{\omega+k_i}.$$

For $\omega\gg k_i$ this returns $k_\infty$. For $\omega\ll k_i$ it becomes $\omega$ times the fraction of molecules above the barrier. Between these limits it was tested at 1200 K and 760 Torr, with the grid cells merged into blocks of 25 meV, against a linear solution of the full equations for the mean lifetime. Both give $1.931\times10^3$ s$^{-1}$; without merging, the formula gives a value about $0.2\,\%$ lower. The agreement supports dropping $\lambda$, but not the assumption about collisions, which both calculations share.

With a rough collision diameter of 4 angstrom, $\omega$ at 900 K and 1 Torr is $5.9\times10^6$ s$^{-1}$, more than a hundred times below the smallest $k(E)$. Nearly every molecule lifted over the barrier therefore reacts before its next collision. The rate is $4.6\times10^{-3}$ s$^{-1}$, or $0.25\,\%$ of $k_\infty$. At 760 Torr it is 0.88 s$^{-1}$, still only about half of $k_\infty$.

## Comparison with a real deposition process

Polysilicon is deposited from silane at low pressure, roughly at 900 K and a few tenths of a Torr to 1 Torr, so the example lies in that regime. The scaled quanta are close to the real ones, which are roughly 0.27 eV for stretches and 0.11 to 0.12 eV for bends. The barrier is also of the right size, but its error matters: at 900 K, lowering it by 0.1 eV multiplies $k_\infty$ by 3.6 and the model rate at 1 Torr by 2.8. Among the assumptions whose effect was sized, the largest failure is that of a maintained Boltzmann distribution, which at 1 Torr lowers the model rate about 400-fold. Real collisions transfer less energy than the strong collisions assumed here, which lowers the gas-phase rate further. Silane also decomposes on the hot surface. Neither effect is included, so $k_{\rm uni}$ is not a film growth rate.

## Failure modes

**Anharmonic modes.** The recursion relies on equal spacing. A separable mode with grid levels $L_n$ needs the convolution $b_i=\sum_na_{i-L_n}$ instead. Replacing the four stretches by independent Morse ladders, $n\epsilon-\chi n(n-1)$ with a rough $\chi=0.004$ eV, raises $\rho$ at 3 eV by $10\,\%$ with the 0.1 eV window, and by about 9.5 to $13\,\%$ for windows between 0.05 and 0.3 eV. With the transition state held fixed, $k(E)$ falls by the same factor. Coupling between modes is not covered.

**Wrong frequencies.** Without the factor 0.9, $\rho$ at 3 eV is 0.48 times as large, and $k(E)$ doubles if the transition state is held fixed. This outweighs the rounding error of even the coarsest grain above.

**Motion outside the count.** The Wigner factor $1+(\hbar\omega_b/k_BT)^2/24$, with a rough barrier quantum $\hbar\omega_b=0.15$ eV, raises $k_\infty$ by $16\,\%$ at 900 K. It is a leading correction, here used only for size. If all three moments of inertia were $20\,\%$ larger at the transition state, the classical rotational partition function would raise $k_\infty$ by $1.2^{3/2}=1.31$. Both factors refer to the high-pressure rate and should not be carried over to 1 Torr.

**Coding faults.** A quantum that rounds to zero makes the pass double every entry. A downward loop changes the physics, as derived above. A density taken from one cell depends on where the spikes fall. Comparing the array with an explicit enumeration at low energy exposes the first two faults, and repeating the calculation with another window exposes the third.

The main computed values are in the numerical output below.

## Numbers as computed

```
Small example, quanta 2 and 3 grains, energies 0 to 8 grains
 after quantum 2: [1, 0, 1, 0, 1, 0, 1, 0, 1]
 after quantum 3: [1, 0, 1, 1, 1, 1, 2, 1, 2]
 sums of states : [1, 1, 2, 3, 4, 5, 7, 8, 10]
Si-H bond, RHF/6-31G(d): 1.4752 angstrom
Breathing quantum by finite difference: 0.29635 eV
Frequency scale factor: 0.9
 quantum raw 0.12597 eV, scaled 0.11338 eV, grains 1134, degeneracy 3
 quantum raw 0.13036 eV, scaled 0.11733 eV, grains 1173, degeneracy 2
 quantum raw 0.29533 eV, scaled 0.26580 eV, grains 2658, degeneracy 3
 quantum raw 0.29634 eV, scaled 0.26671 eV, grains 2667, degeneracy 1
Main grain 0.0001 eV, density window 0.1 eV
States enumerated one by one up to 1.2 eV: 11869
W(3 eV) from unrounded levels: 4402805
 grain 0.0100 eV: eta 2.978 %, W 4454320, error +1.17 %
 grain 0.0010 eV: eta 0.332 %, W 4456272, error +1.21 %
 grain 0.0001 eV: eta 0.023 %, W 4402871, error +0.00 %
Additions up to 3 eV: 253620
Grains in window at 3 eV: 1000, empty: 687
Largest count in one grain there: 11330
rho(3 eV), recursion   : 1.0713e+07 per eV
rho(3 eV), saddle point: 1.0685e+07 per eV
Model barrier 2.5 eV, path degeneracy 12
Model transition-state quanta (eV): [0.27, 0.27, 0.25, 0.2, 0.14, 0.12, 0.11, 0.1]
 E 2.50 eV: rho 3.355e+06 per eV, W_ts 1, k 8.647e+08 per s
 E 2.75 eV: rho 6.107e+06 per eV, W_ts 15, k 7.127e+09 per s
 E 3.00 eV: rho 1.071e+07 per eV, W_ts 120, k 3.250e+10 per s
 E 3.50 eV: rho 2.909e+07 per eV, W_ts 2355, k 2.349e+11 per s
 E 4.00 eV: rho 6.938e+07 per eV, W_ts 19794, k 8.278e+11 per s
Temperature 900 K, kT 0.07756 eV
Q silane 4.1388, Q_ts 3.3215
k_inf, closed formula     : 1.8085e+00 per s
k_inf, average of k(E)    : 1.8140e+00 per s
Collision diameter (rough): 4.0 angstrom
 1 Torr: omega 5.875e+06 per s, k_uni 4.605e-03 per s, k_uni/k_inf 0.0025
 760 Torr: omega 4.465e+09 per s, k_uni 8.794e-01 per s, k_uni/k_inf 0.4848
Lifetime test, 1200 K, 760 Torr: solved 1.93135e+03 per s, formula 1.93135e+03 per s
Neglected effects
 Morse stretches (chi 0.004 eV): rho(3 eV) times 1.100
 unscaled frequencies: rho(3 eV) times 0.476
 barrier lower by 0.1 eV: k_inf times 3.63
 Wigner tunnelling (barrier quantum 0.15 eV): k_inf times 1.156
 moments of inertia up 20 %: k_inf times 1.315
```
